# Fixed spin moments, the Stoner criterion and metamagnetic transitions

## What symmetry fixes

Consider electrons with collinear spins, no spin–orbit coupling and no applied field. The numbers $N_\uparrow$ and $N_\downarrow$ per cell can then be prescribed separately. Define

$$N=N_\uparrow+N_\downarrow,\qquad M=N_\uparrow-N_\downarrow ,\tag{1}$$

and let each spin have its own Fermi level, $\mu_\uparrow$ or $\mu_\downarrow$. Reversing all spins changes $M$ into $-M$ and exchanges the two levels, but leaves the energy unchanged. The energy is therefore even in $M$ and its slope is odd. Since $M$ is a pure number, the slope is an energy, and the simplest odd energy that the two levels can form is $c(\mu_\uparrow-\mu_\downarrow)$. Counting fixes $c$: moving one electron from down to up costs $\mu_\uparrow-\mu_\downarrow$ and changes $M$ by 2, so $c=1/2$.

This argument does not say which energy has that slope when the occupations are smeared, nor whether the result survives when the orbitals respond to $M$. Both points need a derivation.

## The slope at fixed smearing

Let level $i$ of spin $\sigma$ have energy $\varepsilon_{i\sigma}$ and occupation

$$f_{i\sigma}=f(x_{i\sigma}),\qquad x_{i\sigma}=\frac{\varepsilon_{i\sigma}-\mu_\sigma}{w},\tag{2}$$

where $w$ is the smearing width and $f$ falls monotonically from 1 to 0. The index $i$ includes the $\mathbf k$ point, and sums over $i$ carry the $\mathbf k$-point weights. The smeared free energy is

$$F=E+w\sum_{i\sigma}g(x_{i\sigma}),\qquad g'(x)=-x f'(x).\tag{3}$$

For Fermi–Dirac smearing, $f=1/(e^x+1)$ and $g=f\ln f+(1-f)\ln(1-f)$. Then $g'=f'\ln[f/(1-f)]=-xf'$, because $f/(1-f)=e^{-x}$. Here $w=k_BT$ and $F=E-TS$. For Gaussian smearing, $f=\tfrac12\mathrm{erfc}(x)$ and $g=-e^{-x^2}/(2\sqrt\pi)$. Then $f'=-e^{-x^2}/\sqrt\pi$ and $g'=xe^{-x^2}/\sqrt\pi$, which again satisfies (3).

Now change $M$ slightly, keeping $N$, $w$, the nuclei, the cell and the $\mathbf k$ mesh fixed. In a self-consistent mean-field or Kohn–Sham calculation the energy $E$ changes for two reasons.

- The orbitals change. With $H_\sigma$ the self-consistent one-electron Hamiltonian, this contributes $\sum f_{i\sigma}\left(\langle\delta\psi_{i\sigma}|H_\sigma|\psi_{i\sigma}\rangle+\text{c.c.}\right)$. Since $H_\sigma\psi_{i\sigma}=\varepsilon_{i\sigma}\psi_{i\sigma}$, this equals $\sum f_{i\sigma}\varepsilon_{i\sigma}\,\delta\langle\psi_{i\sigma}|\psi_{i\sigma}\rangle=0$ for normalized orbitals.
- The occupations change. With the orbitals held fixed, $\partial E/\partial f_{i\sigma}=\langle\psi_{i\sigma}|H_\sigma|\psi_{i\sigma}\rangle=\varepsilon_{i\sigma}$, because the derivative of the interaction energy with respect to the density is the potential in $H_\sigma$.

From (3), $\delta g=g'\delta x=-x f'\delta x=-x\,\delta f$. Hence

$$\delta F=\sum_{i\sigma}(\varepsilon_{i\sigma}-w x_{i\sigma})\,\delta f_{i\sigma}
=\sum_\sigma\mu_\sigma\sum_i\delta f_{i\sigma}
=\mu_\uparrow\delta N_\uparrow+\mu_\downarrow\delta N_\downarrow .\tag{4}$$

At fixed $N$, equation (1) gives $\delta N_\uparrow=\delta M/2$ and $\delta N_\downarrow=-\delta M/2$, so

$$\boxed{\frac{dF}{dM}=\frac{\mu_\uparrow-\mu_\downarrow}{2}}\tag{5}$$

The internal energy has a different slope. Since $E=F-w\sum g$,

$$\frac{dE}{dM}=\frac{\mu_\uparrow-\mu_\downarrow}{2}-\frac{d}{dM}\Big(w\sum_{i\sigma}g(x_{i\sigma})\Big).\tag{6}$$

For a smooth density of states $D_0$, the sum for one spin is $w\int D_0\,g\,d\varepsilon\simeq w^2D_0(\mu_\sigma)\int g\,dx$. The correction thus vanishes as $w^2$ as long as $w$ spans many levels. On a finite $\mathbf k$ mesh, once $w$ falls below the level spacing, a partly filled level keeps its occupation fixed by $N_\sigma$, and the correction vanishes only linearly in $w$. In both cases the form $dE/dM$ is recovered at zero smearing. If a Fermi level lies in a gap at $w=0$, its position is undetermined and $F$ has a kink. The one-sided slopes then follow from the band edges.

A chain with two unlike sites per cell, treated in mean field with site-dependent repulsion, tests (5) while the orbitals relax. At $M=0.4$ and Fermi–Dirac width 0.1 eV, half the difference of the Fermi levels is 0.26239 eV. Differentiating the self-consistent free energies gives the same value to about $10^{-6}$ eV, whereas $dE/dM=0.28803$ eV. The gap of 0.0256 eV is the smearing term in (6). Gaussian smearing passes the same test.

## The half difference as a field

Let "up" mean a magnetic moment along the field $B$, and take $g$-factor 2, so that the moment is $\mu_BM$. In a field, the equilibrium moment minimizes $F(M)-\mu_BBM$, which requires

$$\mu_BB=\frac{dF}{dM}=\frac{\mu_\uparrow-\mu_\downarrow}{2}.\tag{7}$$

Only the coupling of the field to the spin is kept here; its effect on the orbital motion is left out. The field then shifts the levels by $\mp\mu_BB$. The shifted Fermi levels $\mu_\uparrow-\mu_BB$ and $\mu_\downarrow+\mu_BB$ are equal by (7), so the system in the field has one common Fermi level. A fixed-moment calculation thus gives the field that would hold the chosen moment. Equation (7) is a stationarity condition; the state is locally stable if also $F''(M)>0$.

## Curvature and the Stoner criterion

To evaluate the slope, take rigid bands and a constant exchange parameter $I$. For one spin, let $n(\mu)=\int D_0f\,d\varepsilon$, let $\xi(n)$ be the inverse function, and let $F_b(n)$ be the band free energy. Equation (4) applied to one spin gives $dF_b/dn=\xi$. The model is

$$F(M)=F_b(N_\uparrow)+F_b(N_\downarrow)-\tfrac14IM^2,\qquad N_{\uparrow,\downarrow}=\tfrac12(N\pm M).\tag{8}$$

The interaction term shifts the up levels by $-IM/2$ and the down levels by $+IM/2$, so

$$\mu_\uparrow=\xi(N_\uparrow)-\tfrac12IM,\qquad \mu_\downarrow=\xi(N_\downarrow)+\tfrac12IM,\tag{9}$$

$$F'(M)=\tfrac12\left[\xi(N_\uparrow)-\xi(N_\downarrow)\right]-\tfrac12IM .\tag{10}$$

Define the smeared density of states per spin, $D(\mu)=dn/d\mu=\int D_0(-f'/w)\,d\varepsilon$. It is positive because $f$ falls monotonically, and $d\xi/dn=1/D$. Differentiating (10), with $dN_{\uparrow,\downarrow}/dM=\pm1/2$, gives

$$F''(M)=\frac14\left(\frac1{D_\uparrow}+\frac1{D_\downarrow}\right)-\frac I2
=\frac12\left(\frac1{D_h}-I\right),\qquad D_h=\frac{2D_\uparrow D_\downarrow}{D_\uparrow+D_\downarrow}.\tag{11}$$

Here $D_{\uparrow,\downarrow}=D(\xi(N_{\uparrow,\downarrow}))$. At $M=0$ both equal $D$, and

$$F''(0)=\frac{1-ID}{2D}.\tag{12}$$

The nonmagnetic state is locally unstable when $ID>1$, which is the Stoner criterion with $D$ counted per spin. For $ID<1$, the linear response is

$$M=\frac{\mu_BB}{F''(0)}=\frac{2D\,\mu_BB}{1-ID}.\tag{13}$$

The factor $1/(1-ID)$ is the Stoner enhancement. In a general self-consistent calculation the curvature still gives the inverse response through (7), but one constant $I$ need not describe it. In the chain above, the two sites carry 0.293 and 0.107 $\mu_B$ and have repulsions 2.0 and 1.0 eV. The local exchange splitting, repulsion times site moment, is therefore about 0.59 eV on one site and 0.11 eV on the other, which is not uniform.

## Beyond the curvature

The next term in $F$ shows whether stability grows or weakens as the moment increases. Derivatives of $\xi$ follow from $d/dn=(1/D)\,d/d\mu$. With primes on $D$ denoting derivatives with respect to $\mu$,

$$\frac{d^2\xi}{dn^2}=-\frac{D'}{D^3},\qquad
\frac{d^3\xi}{dn^3}=\frac1D\left(-\frac{D''}{D^3}+\frac{3D'^2}{D^4}\right)=\frac{3D'^2-DD''}{D^5}.\tag{14}$$

In (10), the even terms of the expansion in $M/2$ cancel, leaving

$$F'(M)=\left(\frac1D-I\right)\frac M2+\frac{M^3}{48}\frac{d^3\xi}{dn^3}+\dots,\qquad
F''''(0)=\frac{3D'^2-DD''}{8D^5}.\tag{15}$$

The parameter $I$ is absent from the quartic coefficient because its energy is quadratic in $M$. The coefficient is negative when $DD''>3D'^2$, as in a sufficiently curved dip of the density of states. At a maximum, $D'=0$ and $D''<0$, so it is positive.

A negative quartic term makes $F''$ fall at first, but a metamagnetic transition needs $F''$ to become negative. To find when this happens, write $\mathcal B(M)=F_b(N_\uparrow)+F_b(N_\downarrow)$. Since $\mathcal B'(0)=0$ and $\mathcal B''=1/(2D_h)$, integrating twice gives

$$\frac{4[\mathcal B(M)-\mathcal B(0)]}{M^2}=\frac{2}{M^2}\int_0^M\frac{M-m}{D_h(m)}\,dm .\tag{16}$$

The weight $2(M-m)/M^2$ integrates to 1, so the right side is an average of $1/D_h$. Three thresholds follow:

$$I_0=\frac1{\max D_h},\qquad
I_1=\inf_{M>0}\frac{4[\mathcal B(M)-\mathcal B(0)]}{M^2},\qquad
I_S=\frac1{D}\bigg|_{M=0}.\tag{17}$$

Above $I_0$, $F$ is concave somewhere. Above $I_1$, some $F(M)$ lies below $F(0)$, so the ground state is magnetic. Above $I_S$, the state $M=0$ is locally unstable. An average cannot be smaller than the smallest value averaged, so $I_0\le I_1$. As $M\to0$ the average tends to $1/D$, so $I_1\le I_S$. Within this model, the Stoner criterion is thus sufficient for a magnetic ground state but not necessary.

For a flat density of states at $w=0$, $F-F(0)=(1/D-I)M^2/4$ while both Fermi levels stay in the flat region. If $D_h$ exceeds this $D$ at no larger moment, as for a band that is flat up to saturation, the three thresholds coincide and there is no metamagnetic window.

## Why the moment jumps

Let $I_0<I<I_1$. Then $M=0$ is the unique global minimum of $F$, although $F$ is concave over some interval at $M>0$. Minimizing $F-\mu_BBM$ selects points where $F$ touches its convex hull, the largest convex function lying nowhere above $F$. Over the concave interval the hull is a straight segment from $M_1$ to $M_2$.

Because $F(0)$ is the global minimum, the hull touches $F$ at $M=0$, and so $M_1\ge0$. If $M_1$ were zero, the segment would leave a smooth minimum with zero slope, giving $F(M_2)=F(0)$ and contradicting uniqueness. Therefore $M_1>0$ and the slope is positive. As the field passes this slope, the equilibrium moment jumps between two nonzero values. When $M_2$ lies below saturation, tangency at both ends gives

$$F'(M_1)=F'(M_2)=\mu_BB_t,\qquad F(M_2)-F(M_1)=\mu_BB_t(M_2-M_1).\tag{18}$$

The second condition states that $F'(M)-\mu_BB_t$ has zero integral between the two moments. The states lose local stability where $F''=0$, that is, where $ID_h=1$. The values of $F'$ at these points are the mean-field limits of hysteresis.

## A band with two peaks

Take, for $-2\le\varepsilon\le2$ eV,

$$D_0(\varepsilon)=0.6+0.6\sum_{p}\exp\left[-\frac{(\varepsilon-p)^2}{2s^2}\right]\ \text{eV}^{-1},\tag{19}$$

with $p=-0.12$ and $0.10$ eV, $s=0.04$ eV, $I=1.05$ eV and Fermi–Dirac width $w=5$ meV. The electron number is chosen so that the Fermi level of the $M=0$ state lies at zero energy, in the dip between the peaks; for the band (19) this is $N=2.521$. (The program's equal-weight energy grid counts an extra half cell of always-filled states at the lower band edge, 0.0006 per spin, and so prints 2.5222; no other result depends on this.) These are model parameters and describe no particular material. The model compares only uniform moments at fixed volume, and the fields quoted in tesla merely convert the spin energy $\mu_BB$. At the transition field found below, the cyclotron energy of a free electron, $2\mu_BB\approx18$ meV, exceeds $w$ and is about half of $s$, so orbital effects could not be ignored in a real band.

**Small moments.** At the Fermi level $D=0.63808$ eV$^{-1}$, so $ID=0.670$ and the enhancement is $1/(1-0.670)=3.03$. Equation (12) gives $F''(0)=0.2586$ eV. With $D'=1.2009$ eV$^{-2}$ and $D''=124.25$ eV$^{-3}$, the numerator in (15) is $4.33-79.28=-74.95$ eV$^{-4}$. Dividing by $8D^5=0.846$ eV$^{-5}$ gives $F''''(0)\simeq-88.6$ eV, and finite differences of $F'$ agree. With the Fermi level moved to the upper peak, the coefficient becomes $+22.1$ eV. In that control $D_h$ is largest at $M=0$, so $I_0=I_S$ and the metamagnetic window closes.

**Thresholds.** The largest $D_h$ is 1.1804 eV$^{-1}$, at $M=0.192$. The thresholds are

$$I_0=0.847\ \text{eV},\qquad I_1=1.145\ \text{eV},\qquad I_S=1.567\ \text{eV}.$$

The chosen $I$ lies between the first two, so the ground state is nonmagnetic and a field-driven jump must occur. The ground state becomes magnetic at a value of $I$ that is 27% below the Stoner value $I_S$. At $I=1.356$ eV, between $I_1$ and $I_S$, self-consistent iteration from a small moment returns to zero, while iteration from a large one reaches $M=0.646$, with a free energy 13.1 meV lower.

**The transition.** Conditions (18) give $M_1=0.0383$, $M_2=0.3458$ and $\mu_BB_t=9.12$ meV, or $B_t=157.5$ T. The two Fermi levels in the low-moment state are 8.333 and $-9.904$ meV, and half their difference is

$$\tfrac12(8.333+9.904)\ \text{meV}=9.12\ \text{meV}.$$

In the high-moment state, 8.355 and $-9.882$ meV give the same result. Separate calculations with one common Fermi level in this field recover both moments and equal free energies.

Removing the exchange shifts in (9) shows what changes. In the low-moment state $IM/2=20.1$ meV, so on the unshifted band scale the levels are at $8.3+20.1=28.4$ meV and $-9.9-20.1=-30.0$ meV, both inside the dip. In the high-moment state $IM/2=181.6$ meV, and they are at about 190 and $-191$ meV, beyond both peaks. The jump carries the Fermi levels across the peaks, where the large $D_h$ makes $F$ concave.

The small-moment expansion is accurate at the low-moment end of the jump. At $M_1=0.03831$, the linear term in $F'$ is $0.2586\times0.03831=9.91$ meV and the cubic term is $-88.6\times0.03831^3/6=-0.83$ meV. Their sum, 9.08 meV, is within 0.5% of 9.12 meV. The same truncation places the first zero of $F''$ at $M=\sqrt{2\times0.2586/88.6}=0.076$, whereas the full curve gives 0.102. It also has no upper branch, since its $F''$ keeps falling. The transition therefore needs the whole function $F(M)$.

The zeros of $F''$, at $M=0.102$ and 0.282, give hysteresis limits of 264 T for increasing field and 51 T for decreasing field. The lower limit is positive, so the high-moment state does not survive removal of the field.

**Effect of smearing.** At fixed $N$, raising $w$ from 5 to 20 meV changes $B_t$ from 157.5 to 158.1 T, or 0.4%, but reduces the jump from 0.308 to 0.259 $\mu_B$, or 16%. Over the same range $I\max D_h$ falls from 1.239 to 1.105. It reaches 1 at $w=33.6$ meV, where the concave interval and the transition disappear.

The relevant widths are comparable there. The function $-f'=1/[4\cosh^2(x/2)]$ has full width $3.53w$ at half maximum, or 118 meV, against $2.35s=94$ meV for each peak. If $w$ is a numerical device, a nearly constant transition field is therefore not enough to show convergence: the jump and $\max D_h$ must also be checked. If $w$ is a physical temperature, this model includes its effect on the occupations but leaves out thermal fluctuations of the moment.

The numerical output below gives the remaining digits and the intermediate smearing width.

## Computed results

```
Chain: hopping 1 eV, site energies -0.5, 0.5 eV
Chain repulsions: 2.0, 1.0 eV; N = 1.2 per cell; 60 k points
Fermi-Dirac, w = 0.1 eV, M = 0.4: half difference = 0.262386 eV
   dF/dM = 0.262385 eV, dE/dM = 0.288027 eV
   site moments = 0.2927, 0.1073 mu_B
Gaussian, w = 0.2 eV, M = 0.4: half difference = 0.267997 eV
   dF/dM = 0.267996 eV, dE/dM = 0.290429 eV
   site moments = 0.2916, 0.1084 mu_B
Band: -2 to 2 eV, background 0.6 /eV, peak height 0.6 /eV
Peak centres -0.12, 0.10 eV; Gaussian sigma 0.04 eV
I = 1.05 eV, w = 5 meV, N = 2.52220
D(0) = 0.63808 /eV, D' = 1.2009 /eV^2, D'' = 124.25 /eV^3
I D(0) = 0.6700, enhancement = 3.0302
F''(0) = 0.25860 eV
F''''(0): formula -88.580 eV, difference -88.560 eV
Control on upper peak: F''''(0) = 22.058 eV
Largest D_h = 1.18037 /eV at M = 0.1922
I0 = 0.8472 eV, I1 = 1.1451 eV, I_S = 1.5672 eV
Test I = 1.3561 eV: small seed 0.01 ends at M = 0.0000
   large seed 0.4 ends at M = 0.6458, F(M)-F(0) = -13.092 meV
Transition: mu_B B = 9.1185 meV, B = 157.53 T
Coexisting moments: 0.03831 and 0.34582 mu_B
   low state Fermi levels: up 8.333 meV, down -9.904 meV
   high state Fermi levels: up 8.355 meV, down -9.882 meV
F''=0 at M = 0.10245 and 0.28186
Hysteresis limits: up-sweep 264.45 T, down-sweep 50.56 T
w = 5 meV: B = 157.53 T, jump = 0.3075 mu_B, I max D_h = 1.2394
w = 10 meV: B = 157.58 T, jump = 0.2998 mu_B, I max D_h = 1.2014
w = 20 meV: B = 158.10 T, jump = 0.2590 mu_B, I max D_h = 1.1054
Transition disappears at w = 33.605 meV
```
